Singly and Doubly Excited States of CH⁺: EOM-CCSD against FCI

**Problem**

The ion CH⁺ has four valence electrons, and its closed-shell determinant |0⟩ has the valence configuration 2σ²3σ². The lowest virtual orbitals are the degenerate pair πx, πy. Find the vertical excitation energies of two singlet states:

- the lowest ¹Π state, mainly 3σ → π;
- the lowest ¹Δ state, mainly 3σ² → π².

Use EOM-CCSD, and decide how far each result can be trusted.

The nuclei are fixed at a distance of 2.14 bohr. The basis is cc-pVDZ, the orbitals are canonical RHF orbitals, and the carbon 1s orbital is frozen, which leaves 18 active orbitals. Total energies are in hartree (Eh); excitation energies and errors are in eV.

Below, i, j are occupied orbitals, a, b are virtual ones, and the rank of a determinant is its number of electrons in virtual orbitals. The ground-state CCSD wavefunction is exp(T)|0⟩ with T = T₁ + T₂, where Tₖ raises the rank by k. The amplitudes in T and the energy E_CC follow from

H̄ = exp(−T) H exp(T)

⟨0|H̄|0⟩ = E_CC,  ⟨μ|H̄|0⟩ = 0 for every single and double μ.

**A tempting solution**

Write an excited state as Ψ = exp(T)R|0⟩, where R is a linear combination of excitation operators. Multiplying HΨ = EΨ from the left by exp(−T) gives

H̄ R|0⟩ = E R|0⟩.

So H̄ has the same eigenvalues as H, whatever T is. EOM-CCSD keeps the singles and doubles in R,

R = R₁ + R₂.

A constant R₀ is not needed here, because Π and Δ states differ in symmetry from |0⟩. Projecting on singles and doubles gives

⟨μ|H̄R|0⟩ = E⟨μ|R|0⟩.

To obtain the excitation energy directly, consider RH̄|0⟩. By the CCSD equations, H̄|0⟩ is E_CC|0⟩ plus determinants of rank three and four. R can only raise their rank, so they contribute nothing after projection on singles and doubles. Therefore

⟨μ|RH̄|0⟩ = E_CC⟨μ|R|0⟩,

and subtraction gives

⟨μ|[H̄,R]|0⟩ = ω⟨μ|R|0⟩,  ω = E − E_CC.

The calculation gives E_CC = −38.000351 Eh and excited-state energies of −37.881700 Eh for Π and −37.713657 Eh for Δ. Hence

ω(Π) = −37.881700 + 38.000351 = 0.118651 Eh = 3.229 eV

ω(Δ) = −37.713657 + 38.000351 = 0.286694 Eh = 7.801 eV.

The tempting argument now assesses the errors as follows. The spectrum of H̄ is that of H. The leading configuration of Π is a single and that of Δ is a double, so both lie in the space of R. What remains is the imperfection of T, and the ground state measures it: CCSD lies only 0.05 eV above full configuration interaction (FCI) there. Both excitation energies should then be good to about 0.05 eV.

The two values of ω are correct EOM-CCSD results. The error estimate is wrong.

**Where the argument breaks**

H̄ shares its spectrum with H when it acts in the full determinant space. EOM-CCSD diagonalizes one block of it. With two electrons of each spin in 18 orbitals there are

(18·17/2)² = 153² = 23409

determinants of zero spin projection. With 2 occupied and 16 virtual orbitals, the singles and doubles among them number

2·(2·16) + 2·(1·120) + (2·16)² = 64 + 240 + 1024 = 1328.

The terms count the singles, the same-spin doubles and the opposite-spin doubles. A block of a matrix does not in general have eigenvalues of the whole matrix, and that the leading configuration lies inside the block does not change this.

The error can be written down. Let P denote the determinants of rank 0 to 2 and Q those of rank 3 and 4. Split an eigenvector of the full H̄ into r_P and r_Q:

H̄_PP r_P + H̄_PQ r_Q = E r_P

H̄_QP r_P + H̄_QQ r_Q = E r_Q.

If E is not an eigenvalue of H̄_QQ, the second line gives

r_Q = (E − H̄_QQ)⁻¹ H̄_QP r_P,

and the first becomes

H̄_PP r_P + H̄_PQ (E − H̄_QQ)⁻¹ H̄_QP r_P = E r_P.

EOM-CCSD drops the second term. Since H̄ is not Hermitian, its left and right eigenvectors differ. Let l be the left eigenvector of the EOM problem, l H̄_PP = E_EOM l. Multiply the last equation by l and divide by l·r_P, assumed nonzero:

E − E_EOM = l H̄_PQ (E − H̄_QQ)⁻¹ H̄_QP r_P / (l·r_P).

This is an identity, and its right side depends on the state through l, r_P and E. The ground-state error therefore cannot stand in for it. What matters is how strongly H̄ connects a given state to the triples and quadruples, and how far from them it lies in energy.

**Why the two states differ**

Split the Hamiltonian as

H = constant + F + V.

Here F contains the orbital energies ε, and V is the remaining electron interaction, normal-ordered with respect to |0⟩. For canonical RHF orbitals all one-body terms are in F, which is diagonal and does not change the rank. V is purely two-body and can change the rank by at most two. Write V₊₁ and V₊₂ for the parts that raise it by one and two, and count orders in V.

T₁ has no first-order part, because V has no one-body term to create a single from |0⟩. For T₂, the CCSD doubles equation at first order reads

⟨ab|V|ij⟩ + (εa + εb − εi − εj) t(ij→ab) = 0,

where the matrix element is antisymmetrized and t is the amplitude of the pair excitation. The second term comes from the commutator [F,T₂]. The equation holds for every i, j, a, b, and both V₊₂ and [F,T₂] consist of operators that move a pair ij to ab. Hence, as operators,

V₊₂ + [F,T₂] = 0 at first order.

The first-order part of H̄ is V + [F,T₂]. So at this order H̄ has no part that raises the rank by two, from whatever determinant it starts. The part V₊₁ remains, since nothing of first order cancels it.

Apply this to the two states, assuming that each is dominated by its leading configuration.

For Π, R₁ is of order zero and R₂ of order one. Going from a single to a triple requires a rise of two, which is absent at first order. Going from R₂ to a triple by V₊₁ costs one order for R₂ and one for V. Thus H̄_QP r_P is at least second order. The step back, l H̄_PQ, is at least first order. The error of the Π total energy therefore begins no earlier than third order.

For Δ, R₂ is already of order zero. V₊₁ connects it to triples at first order, and V₋₁, the adjoint of V₊₁, brings it back at first order. The error begins at second order:

E − E_EOM ≈ − Σ_τ |⟨τ|V|Δ⟩|² / (E_τ − E_Δ).

The sum runs over triples τ, and the energies in the denominator are zeroth-order ones. Where the triples lie above the Δ configuration, every term is negative, so at this order EOM-CCSD places the Δ state too high. This is a leading-order statement and not a bound, because a non-Hermitian block problem has no variational principle.

The same result can be read in terms of electron pairs. The Δ configuration is 2σ²π², with two electrons in virtual orbitals. Its four electrons form six pairs, whose excitations into further virtual orbitals a, b lead to these ranks:

- π,π → a,b: rank 2, available in R₂ (one pair);
- 2σ,2σ → a,b: rank 4, represented by the product T₂R₂ (one pair);
- 2σ,π → a,b: rank 3 (four pairs).

Among the pairs, the last group is the one left without an adequate description; it is not the only rank-three contribution that is missing, as shown below. Expanding exp(T)R|0⟩, the terms of rank three are

T₂R₁ + T₁R₂ + ½T₁²R₁.

For Δ, R₁ is small, and T₁R₂ can only attach single excitations with amplitudes fixed by the ground state. Neither offers free amplitudes for the joint motion of a 2σ and a π electron. Single excitations out of 2σ into a virtual orbital, by which that shell relaxes around π², are also of rank three and have no free amplitudes either. The same is true of pair excitations 2σ,2σ → 3σ,a, which refill the emptied 3σ orbital.

In the Π configuration 2σ²3σπ, the pairs 2σ,π and 3σ,π are excited into a,b at rank 2, where R₂ is free. The pairs 2σ,2σ and 2σ,3σ lead to rank 3, but they are also present in |0⟩, and T₂R₁ reuses their ground-state amplitudes. Every pair has at least an approximate description.

There is a simple limit. If the two excited electrons were the only electrons, no triples would exist, the reference, singles and doubles would span the full space, and EOM-CCSD would agree with FCI for the double excitation too. The defect comes from the interaction of the excited pair with the electrons left behind.

**The right solution**

The order count says where an error begins, not how large it is. The size has to come from a calculation that includes the missing ranks. With four valence electrons FCI is feasible: H is diagonalized in all determinants of the required symmetry. The result is exact within the chosen basis, geometry and frozen core, and it is not a prediction of experiment.

The Δ state must first be identified, because π² also gives Σ states. Take the singlet in which one electron is in πx and the other in πy. With

πx = (π₊ + π₋)/√2,  πy = (π₊ − π₋)/(i√2),

where π± carry angular momentum ±1 about the axis, its spatial part is

πx(1)πy(2) + πy(1)πx(2) = (1/i)[π₊(1)π₊(2) − π₋(1)π₋(2)].

The mixed products π₊π₋ cancel between the two terms on the left. What remains has angular momentum ±2, so it belongs to a Δ state. The EOM-CCSD root found from this configuration is twofold degenerate in the singlet spectrum, as a Δ state must be and a Σ state is not.

The FCI energies are −38.002267 Eh for the ground state, −37.884739 Eh for Π and −37.748786 Eh for Δ. Subtraction gives

ω_FCI(Π) = −37.884739 + 38.002267 = 0.117528 Eh = 3.198 eV

ω_FCI(Δ) = −37.748786 + 38.002267 = 0.25348 Eh = 6.898 eV.

The errors of EOM-CCSD relative to FCI are therefore

Π: 3.229 − 3.198 = 0.03 eV, or about 1% of the FCI excitation energy

Δ: 7.801 − 6.898 = 0.90 eV, or about 13% of the FCI excitation energy.

The estimate of 0.05 eV happens to cover the Π state. For the Δ state it is too small by a factor of about 17, taking the less rounded values 0.904 eV and 0.0521 eV given below.

**Separating the errors**

An excitation energy is a difference, and so is its error:

ω_EOM − ω_FCI = (E_EOM − E_FCI)_excited − (E_CC − E_FCI)_ground.

The ground-state term is 0.0521 eV. The excited-state terms are 0.0827 eV for Π and 0.9559 eV for Δ, so

Π: 0.0827 − 0.0521 = 0.031 eV

Δ: 0.9559 − 0.0521 = 0.904 eV.

For Π, more than half of the excited-state error cancels against the ground-state error. For Δ, the ground state has far too small an error to compensate.

**Testing the cause**

If missing triples are responsible, adding them to R should remove most of the Δ error, while adding quadruples alone should do little. The second expectation also follows from the order count: going from a double to a quadruple requires a rise of two, which H̄ lacks at first order. With T held at its CCSD value, the error of the Δ total energy relative to FCI is

- R with singles and doubles: 0.956 eV;
- the same plus quadruples: 0.922 eV;
- the same plus triples: 0.045 eV;
- all ranks: zero to numerical accuracy.

Triples alone remove

0.9559 − 0.0447 = 0.911 eV,

which is 95% of the error. Quadruples alone remove 0.034 eV. The last line confirms the correct part of the tempting argument: in the full space H̄ gives the FCI energy even though T is only the CCSD operator. This calculation does not show how the 0.911 eV divides between pair correlation and relaxation of the 2σ shell, since both enter through the triples.

For Π, adding triples lowers the total-energy error from 0.083 to 0.006 eV. Yet the error of the excitation energy goes from +0.031 to −0.046 eV, which is larger in size. The subtraction explains it:

0.0063 − 0.0521 = −0.046 eV.

The excited state has been improved and the ground state has not, so the earlier cancellation is lost. For this reason the calculation with triples in R alone serves as a diagnosis and not as a recommended method. A balanced treatment would include triples in T as well.

**Recognizing the case without FCI**

For larger molecules FCI is usually out of reach, but the vector R|0⟩ is available from the EOM-CCSD calculation itself. Normalized to one, it has these weights:

- Π: 0.967 in singles and 0.033 in doubles;
- Δ: 0.004 in singles and 0.996 in doubles.

A state whose R is almost entirely R₂ has in general, when other correlated electrons are present, its leading error at second order, and its EOM-CCSD energy should not be given the accuracy found for single excitations. The weights identify the type of state; they do not supply the size of the error. The value 0.90 eV belongs to this ion, geometry and basis.

The weight of triples in the FCI wavefunction would be a misleading guide here. It is 0.022 for Π and 0.017 for Δ, so the state with the far larger error has the smaller weight. What counts is whether the required triples are supplied by products of T and R. For Π, the triples of the exact state exp(T)(r_P + r_Q) are T₂R₁ + T₁R₂ + ½T₁²R₁ plus the rank-three part of r_Q. By the order count above, r_Q is at least second order, and the terms with T₁ are higher still, so at first order T₂R₁ supplies all of them; for Δ, the first-order triples generated by V₊₁ have no counterpart in the EOM-CCSD wavefunction.

**Answer**

In this model EOM-CCSD gives 3.229 eV for the ¹Π state and 7.801 eV for the ¹Δ state, where FCI gives 3.198 and 6.898 eV. The first value can be trusted to a few hundredths of an eV relative to FCI in the same basis. The second is too high by 0.90 eV, mainly because R contains no triples. None of these energies is converged with respect to the basis: in cc-pVTZ the EOM-CCSD values are 3.15 eV for Π and 7.86 eV for Δ, shifts of −0.08 and +0.06 eV. For Π the basis shift is thus larger than the method error, and the errors of 0.03 and 0.90 eV are established here for cc-pVDZ only. The numerical check after the text gives the energies and the results for each choice of R.

Numbers as computed

```
C-H distance: 2.14 bohr
active orbitals: 18; valence electrons: 4
determinants with Ms=0, all symmetries: 23409
of these, singles and doubles: 1328
spin-adapted singlet EOM dimension: 560
RHF energy: -37.900745 Eh
CCSD ground energy: -38.000351 Eh
FCI ground energy: -38.002267 Eh
CCSD ground-state error: 0.0521 eV
largest CCSD equation residual: 1.3e-09 Eh
CCSD amplitude 3sigma^2 -> pi_x^2: -0.1097
Pi: EOM-CCSD total energy: -37.881700 Eh
Pi: FCI total energy: -37.884739 Eh
Pi: EOM-CCSD excitation: 0.118651 Eh = 3.229 eV
Pi: FCI excitation: 0.117528 Eh = 3.198 eV
Pi: excitation-energy error: 0.0305 eV
Pi: excited total-energy error: 0.0827 eV
Pi: total-energy error, R with triples: 0.0063 eV
Pi: excitation error, R with triples: -0.0458 eV
Pi: full-space Hbar minus FCI: -8.8e-10 Eh
Pi: FCI weights, ranks 1 to 4: 0.9433 0.0340 0.0222 0.0005
Pi: EOM R weights, ranks 1 and 2: 0.9668 0.0332
Pi: degeneracy in singlet EOM spectrum: 2
Delta: EOM-CCSD total energy: -37.713657 Eh
Delta: FCI total energy: -37.748786 Eh
Delta: EOM-CCSD excitation: 0.286694 Eh = 7.801 eV
Delta: FCI excitation: 0.253482 Eh = 6.898 eV
Delta: excitation-energy error: 0.9038 eV
Delta: excited total-energy error: 0.9559 eV
Delta: total-energy error, R with triples: 0.0447 eV
Delta: excitation error, R with triples: -0.0075 eV
Delta: full-space Hbar minus FCI: 2.2e-10 Eh
Delta: FCI weights, ranks 1 to 4: 0.0034 0.9755 0.0168 0.0043
Delta: EOM R weights, ranks 1 and 2: 0.0037 0.9963
Delta: degeneracy in singlet EOM spectrum: 2
Delta: total-energy error, R with quadruples but no triples: 0.9220 eV
```
